# C6 of quartic and Morse oscillators against two closed formulas

## The question

Atomic units are used throughout. A particle of mass 1 and charge $-1$ moves in the potential $v(x)+v(y)+v(z)$. A fixed charge $+1$ sits at the particle's mean position, so the ground state has no permanent dipole. Two such identical systems are a distance $R$ apart, without overlap, exchange or retardation. Their attraction at second order in the dipole coupling is $-C_6/R^6$. Two wells are considered, both with $v''(0)=\omega_0^2=1$:

- quartic: $v=\tfrac12x^2+\lambda x^4$;
- Morse: $v=D(1-e^{-ax})^2$ with $D=1/(4\chi)$ and $a=\sqrt{2\chi}$.

For motion along one axis, let $w_n=E_n-E_0$, $s_n=|\langle0|x|n\rangle|^2$ for $n\ge1$, and $f_n=2w_ns_n$. Sums over $n$ include an integral over any continuum. The static polarizability is $\alpha$.

For a harmonic well $C_6=\tfrac34\alpha^2\omega$. For an anharmonic well "$\omega$" is ambiguous: it may mean the first gap $w_1$ or the well-bottom frequency $\omega_0$. Both readings are to be examined.

## (a) Express $C_6$ through $s_n$ and $w_n$, and through the polarizability at imaginary frequency.

**Answer.** Let $\xi_i=x_i-\langle x_i\rangle$. The two dipoles are $-\xi_i$ and $-\xi'_i$, and the minus signs cancel in their product. With $z$ along the line of centres,
$$V=\frac{\xi_x\xi'_x+\xi_y\xi'_y-2\xi_z\xi'_z}{R^3}.$$
The first-order energy vanishes because $\langle\xi_i\rangle=0$. For the same reason $V$ connects the ground state only to states in which both particles are excited. Each term of $V$ excites both along its own axis, so different terms reach different states and there are no cross terms. The squared coefficients add up to $1+1+4=6$, hence
$$E^{(2)}=-\frac{6}{R^6}\sum_{nm}\frac{s_ns_m}{w_n+w_m},\qquad C_6=6\sum_{nm}\frac{s_ns_m}{w_n+w_m}. \tag{1}$$

The orientation of the wells does not matter. For a general unit vector $\hat R$ the coupling tensor is $(\delta_{ij}-3\hat R_i\hat R_j)/R^3$, and its squared elements sum to $(3-6+9)/R^6=6/R^6$.

A field along one axis gives the energy $-\tfrac12\alpha F^2=-F^2\sum_ns_n/w_n$, so $\alpha=2\sum_ns_n/w_n$. At imaginary frequency
$$\alpha(iu)=\sum_n\frac{f_n}{w_n^2+u^2},\qquad \alpha(0)=\sum_n\frac{f_n}{w_n^2}=\alpha .$$
Partial fractions give, for $a\neq b$,
$$\int_0^\infty\!\frac{du}{(a^2+u^2)(b^2+u^2)}=\frac{1}{b^2-a^2}\,\frac{\pi}{2}\left(\frac1a-\frac1b\right)=\frac{\pi}{2ab(a+b)},$$
and the case $a=b$ follows by continuity. Therefore
$$\frac3\pi\int_0^\infty\!\alpha(iu)^2du=\frac32\sum_{nm}\frac{f_nf_m}{w_nw_m(w_n+w_m)}=6\sum_{nm}\frac{s_ns_m}{w_n+w_m}=C_6. \tag{2}$$

In the Morse well a uniform field that pulls the particle toward the flat side lowers the potential there without limit, so the state in such a field can leak out; for the opposite direction the steep wall keeps it bound. There $\alpha$ means the second-order perturbation coefficient, which is finite.

## (b) Find a lower bound on $C_6$ from $\alpha$ and $w_1$, and an upper bound from $\alpha$ alone.

**Answer.** First a sum rule is needed. Since $[H,x]=-ip$, we have $[x,[H,x]]=-i[x,p]=1$. Writing the double commutator out gives
$$1=\langle0|2xHx-x^2H-Hx^2|0\rangle=2\sum_nw_ns_n=\sum_nf_n .$$

Define the weights $p_n=2s_n/(\alpha w_n)=f_n/(\alpha w_n^2)$. They are non-negative and sum to 1. Inserting $s_n=\tfrac12\alpha p_nw_n$ in (1),
$$C_6=\frac{6\alpha^2}{4}\sum_{nm}p_np_m\frac{w_nw_m}{w_n+w_m}=\tfrac34\alpha^2\,\Omega,\qquad \Omega=\sum_{nm}p_np_m\,h(w_n,w_m), \tag{3}$$
where $h(a,b)=2ab/(a+b)$ is the harmonic mean. Thus $\Omega$ is the frequency that makes the harmonic formula correct.

*Lower bound.* Because $\partial h/\partial a=2b^2/(a+b)^2>0$, and likewise for $b$, each $h(w_n,w_m)$ is at least $h(w_1,w_1)=w_1$. Hence $\Omega\ge w_1$.

*Upper bound.* From
$$\frac{a+b}2-h(a,b)=\frac{(a-b)^2}{2(a+b)}\ge0$$
it follows that $\Omega\le\langle w\rangle$, where $\langle w\rangle=\sum_np_nw_n=2\sum_ns_n/\alpha=2\,\mathrm{Var}(x)/\alpha$. Also $\langle w\rangle^2\le\langle w^2\rangle=\sum_nf_n/\alpha=1/\alpha$. Altogether
$$\boxed{\tfrac34\alpha^2w_1\;\le\;C_6\;\le\;\tfrac32\alpha\,\mathrm{Var}(x)\;\le\;\tfrac34\alpha^{3/2}} \tag{4}$$

The left member is London's formula with the first gap. The right member is the Slater-Kirkwood value for one electron. It is a bound when $\alpha$ is the true polarizability and the total strength is 1. All members coincide when a single line carries the dipole strength, as in the harmonic well.

The formula with $\omega_0=1$ has no such status. Its ratio to the Slater-Kirkwood value is
$$\frac{\tfrac34\alpha^2\omega_0}{\tfrac34\alpha^{3/2}}=\sqrt\alpha , \tag{5}$$
so it violates the upper bound whenever $\alpha>1$, that is, whenever the well is more polarizable than its harmonic approximation.

## (c) Find the leading deviations for a weakly anharmonic quartic well.

**Answer.** In the harmonic basis $x_{n,n+1}=\sqrt{(n+1)/2}$. Multiplying matrices gives $(x^2)_{nn}=n+\tfrac12$ and $(x^2)_{n,n+2}=\tfrac12\sqrt{(n+1)(n+2)}$, and from these
$$(x^4)_{nn}=\tfrac34(2n^2+2n+1),\qquad (x^4)_{n,n+2}=\tfrac12(2n+3)\sqrt{(n+1)(n+2)},$$
$$(x^4)_{n,n+4}=\tfrac14\sqrt{(n+1)(n+2)(n+3)(n+4)} .$$
The gap is $w_1=1+\lambda(\tfrac{15}4-\tfrac34)=1+3\lambda$ to first order.

Parity allows lines to odd $n$. Correcting both states to first order,
$$x_{03}=\lambda\left[x_{01}\frac{(x^4)_{13}}{2}-\frac{(x^4)_{20}}{2}x_{23}-\frac{(x^4)_{40}}{4}x_{43}\right]
=\lambda\left[\frac{5\sqrt3}4-\frac{3\sqrt3}4-\frac{\sqrt3}4\right]=\frac{\sqrt3}4\lambda .$$
The values used are $(x^4)_{13}=5\sqrt6/2$, $(x^4)_{20}=3/\sqrt2$ and $(x^4)_{40}=\sqrt6/2$. The line to $n=5$ must be checked too:
$$x_{05}=\lambda\left[x_{01}\frac{(x^4)_{15}}4-\frac{(x^4)_{40}}4x_{45}\right]=\lambda\left[\frac{\sqrt{15}}8-\frac{\sqrt{15}}8\right]=0 .$$
Higher lines are not reached at first order. So $s_3=3\lambda^2/16$, and with $\alpha\simeq1$, $w_3\simeq3$ the weight is $p_3=2s_3/(\alpha w_3)=\lambda^2/8$.

Now take any spectrum with a small weight $\varepsilon$ at $rw_1$ and the rest at $w_1$. To first order in $\varepsilon$,
$$\frac{\Omega}{w_1}=1+2\varepsilon\left(\frac{2r}{1+r}-1\right)=1+2\varepsilon\,\frac{r-1}{r+1},\qquad
\frac{\alpha^{-1/2}}{w_1}=\frac{\sqrt{\langle w^2\rangle}}{w_1}=1+\tfrac12\varepsilon(r^2-1). \tag{6}$$
For $r=3$ these are $1+\varepsilon$ and $1+4\varepsilon$. With $\varepsilon=\lambda^2/8$,
$$\frac{C_6}{\tfrac34\alpha^2w_1}=1+\frac{\lambda^2}8,\qquad \frac{C_6}{\tfrac34\alpha^{3/2}}=1-\frac{3\lambda^2}8,\qquad \frac{C_6}{\tfrac34\alpha^2\omega_0}=1+3\lambda .$$
The first two deviations are quadratic in $\lambda$ because they measure strength leaving the first line. The third is linear because it also contains the shift of the gap.

## (d) Do the same for the Morse well, and find its first gap without expansion.

**Answer.** *The gap.* Let $z=e^{-ax}/\chi$, so that $d/dx=-a\,z\,d/dz$. With $a^2/2=\chi$ and $D=1/(4\chi)$,
$$\frac H\chi=-\left(z\frac{d}{dz}\right)^2+\frac{z^2}4-\frac z{2\chi}+\frac1{4\chi^2}.$$
For $\phi_\sigma=z^\sigma e^{-z/2}$ one finds $(z\,d/dz)^2\phi_\sigma=[\sigma^2-(\sigma+\tfrac12)z+\tfrac14z^2]\phi_\sigma$. Since $z\phi_\sigma=\phi_{\sigma+1}$,
$$\left(\frac H\chi-\frac1{4\chi^2}\right)\phi_\sigma=-\sigma^2\phi_\sigma+\left(\sigma+\tfrac12-\frac1{2\chi}\right)\phi_{\sigma+1}.$$
The choice $\sigma_0=\frac1{2\chi}-\frac12$ removes the last term and gives the nodeless ground state. For the next state try $\phi_{\sigma+1}-c\,\phi_\sigma$. The term in $\phi_{\sigma+2}$ vanishes for $\sigma_1=\frac1{2\chi}-\frac32$. The term in $\phi_{\sigma+1}$ then requires $-(\sigma_1+1)^2+c=-\sigma_1^2$, so $c=2\sigma_1+1$. This state has one node and is normalizable when $\sigma_1>0$, that is, for $\chi<\tfrac13$. Both energies have the form $\chi(\frac1{4\chi^2}-\sigma^2)$, therefore
$$w_1=\chi(\sigma_0-\sigma_1)(\sigma_0+\sigma_1)=\chi\left(\frac1\chi-2\right)=1-2\chi .$$

*The second line.* Expanding the well, $v=\tfrac12x^2-\tfrac a2x^3+\dots$, so the cubic coefficient is $\kappa=-a/2$. The elements needed are $(x^3)_{01}=\frac3{2\sqrt2}$, $(x^3)_{12}=3$, $(x^3)_{03}=\frac{\sqrt3}2$ and $(x^3)_{14}=\sqrt3$. Then
$$x_{02}=\kappa\left[x_{01}(x^3)_{12}-(x^3)_{10}x_{12}-\frac{(x^3)_{30}}3x_{32}\right]=\kappa\left[\frac3{\sqrt2}-\frac3{2\sqrt2}-\frac1{2\sqrt2}\right]=\frac\kappa{\sqrt2}.$$
The corresponding amplitude for $n=4$ cancels:
$$x_{04}=\kappa\left[x_{01}\frac{(x^3)_{14}}3-\frac{(x^3)_{30}}3x_{34}\right]=\kappa\left[\frac1{\sqrt6}-\frac1{\sqrt6}\right]=0.$$
Other lines above $n=2$ have amplitudes of order $a^2$ at most, hence strengths of order $\chi^2$.

Thus $s_2=\kappa^2/2=a^2/8=\chi/4$, and $p_2=2s_2/w_2=\chi/4$. Equation (6) with $r=2$ gives $1+\tfrac23\varepsilon$ and $1+\tfrac32\varepsilon$, so
$$\frac{C_6}{\tfrac34\alpha^2w_1}=1+\frac\chi6,\qquad\frac{C_6}{\tfrac34\alpha^{3/2}}=1-\frac{5\chi}{24},\qquad\frac{C_6}{\tfrac34\alpha^2\omega_0}=(1-2\chi)\left(1+\frac\chi6\right)\simeq1-\frac{11\chi}6 .$$
All three are linear in $\chi$. The asymmetry of the well opens the line to $n=2$, which parity forbids in the quartic well.

The polarizability follows from $\alpha=1/\langle w^2\rangle$:
$$\alpha\simeq(1-2\chi)^{-2}\left(1-\tfrac34\chi\right)\simeq1+\tfrac{13}4\chi>1 .$$
By (5), the formula with $\omega_0$ therefore exceeds the Slater-Kirkwood bound for weak Morse anharmonicity.

## (e) Describe a numerical calculation of $C_6$ and an independent way to check it.

**Answer.** Represent one-axis wavefunctions on a uniform grid of spacing $h$, allowing wavenumbers $|k|\le\pi/h$. The kinetic matrix between points $i$ and $j$, with $m=i-j$, is
$$T_{ij}=\frac h{2\pi}\int_{-\pi/h}^{\pi/h}\frac{k^2}2e^{ikmh}dk=\begin{cases}\pi^2/(6h^2),&m=0\\(-1)^m/(m^2h^2),&m\ne0.\end{cases}$$
Add $v(x_i)$ on the diagonal, diagonalize, and insert the resulting $s_n$ and $w_n$ in (1). Above the dissociation limit of the Morse well the states are discretized by the box. Individually they are not physical levels. Their sum can nevertheless represent $\alpha(iu)$, because the response at imaginary frequency is localized near the well. The sum rule and the gap $1-2\chi$ test the grid.

One independent check obtains $\alpha(iu)$ from a linear equation on a finite-difference grid, without excited states. With $K=H-E_0$,
$$\alpha(iu)=2\,\mathrm{Re}\,\langle0|\xi\,(K+iu)^{-1}\xi|0\rangle ,$$
since $2\,\mathrm{Re}\,(w+iu)^{-1}=2w/(w^2+u^2)$. Integration then follows (2).

Another check diagonalizes the coupled pair at finite $R$. The Hamiltonian separates into three two-particle problems with couplings $g,g,-2g$, where $g=R^{-3}$. If $e(t)$ is the energy shift for coupling $t\,\xi\xi'$, the interaction energy is $2e(g)+e(-2g)$. In an asymmetric well $e(t)$ may contain a $t^3$ term. Averaging over both signs of $g$ removes it. For the Morse pair the coupling makes the potential unbounded below: with one particle far out on the flat side, where $v\to D$, and the other at a fixed displacement that makes $t\,\xi\xi'$ negative, the potential falls without limit. There $e(t)$ is the shift of a metastable state, so the diagonalization must use a basis localized near the wells; the program uses polynomials times the unperturbed ground state.

## (f) Evaluate $\lambda=1$ and $\chi=0.10$, and measure the deviations over a range of anharmonicity.

**Answer.** *Quartic, $\lambda=1$.* The calculation gives $w_1=1.93412$ hartree, $\alpha=0.265527$ bohr³ and $\mathrm{Var}(x)=0.257150$ bohr². In hartree bohr⁶ the members of (4) are
$$\tfrac34(0.265527)^2(1.93412)=0.10227,\qquad C_6=0.10234,$$
$$\tfrac32(0.265527)(0.257150)=0.10242,\qquad \tfrac34(0.265527)^{3/2}=0.10262 .$$
The formula with $\omega_0$ gives $\tfrac34(0.265527)^2=0.05288$, about half of $C_6$. Converted, $C_6=0.0611$ eV Å⁶.

*Morse, $\chi=0.10$.* Here $w_1=0.80000$ hartree, $\alpha=1.42163$ bohr³ and $\mathrm{Var}(x)=0.58756$ bohr². The corresponding values are
$$\tfrac34(1.42163)^2(0.8)=1.2126,\qquad C_6=1.2406,$$
$$\tfrac32(1.42163)(0.58756)=1.2529,\qquad \tfrac34(1.42163)^{3/2}=1.2713 .$$
The formula with $\omega_0$ gives $1.5158$, above the upper bound by the factor $\sqrt{1.42163}=1.192$. Converted, $C_6=0.741$ eV Å⁶.

For this Morse well the response integral gives $1.240597$ and the pair at 8 bohr gives $1.240629$, against $1.240612$ from the sum over states. For the quartic well all three agree to the six decimals printed.

The next table gives the deviation of $C_6$ in percent, relative to the formula heading each column.

| well | London, $w_1$ | Slater-Kirkwood | London, $\omega_0$ |
|---|---:|---:|---:|
| $\lambda=0.1$ | 0.019 | −0.071 | 21.1 |
| $\lambda=1$ | 0.061 | −0.275 | 93.5 |
| $\lambda=10$ | 0.082 | −0.393 | 282 |
| pure $x^4$ | 0.089 | −0.435 | none |
| $\chi=0.02$ | 0.354 | −0.429 | −3.66 |
| $\chi=0.10$ | 2.31 | −2.41 | −18.2 |
| $\chi=0.25$ | 11.6 | −7.64 | −44.2 |

## (g) Interpret the strong-anharmonicity results and the range of the expansions.

**Answer.** For $v=\lambda x^4$, put $x=\lambda^{-1/6}y$. Then $H$ equals $\lambda^{1/3}$ times a Hamiltonian free of $\lambda$. Hence $w_n\propto\lambda^{1/3}$, $s_n\propto\lambda^{-1/3}$ and $\alpha\propto\lambda^{-2/3}$. All members of (4) scale as $\lambda^{-1}$, so their ratios are fixed numbers. With the quadratic term kept, the scaled potential is $y^4+\tfrac12\lambda^{-2/3}y^2$, which tends to the pure quartic well. The first two deviations therefore saturate at the $x^4$ row. The first line still carries $f_1=0.989$ there, so one effective frequency describes the response well. The formula with $\omega_0$ scales as $\lambda^{-4/3}$ instead, and $C_6$ divided by it grows as $\lambda^{1/3}$.

In the Morse well strength leaves the first line much faster: $f_1$ is $0.875$ at $\chi=0.10$ and $0.500$ at $\chi=0.25$. At $\chi=0.25$ the Slater-Kirkwood value is closer to $C_6$ than London's value with $w_1$; at $\chi=0.10$ the two errors are nearly equal in size and opposite in sign.

The expansions have different useful ranges. At $\chi=0.02$ the estimate $\chi/6$ gives $0.333\%$ against the computed $0.354\%$. At $\lambda=0.1$ the estimate $\lambda^2/8$ gives $0.125\%$ against $0.019\%$, so $\lambda=0.1$ is already outside the quadratic regime. Extrapolation to zero anharmonicity reproduces the coefficients of parts (c) and (d), as the numerical output shows.

These percentages belong to one-particle separable wells. With more electrons the total strength in the sum rule changes, and with it the upper bound. At shorter distance higher multipoles and overlap add contributions that $C_6$ does not contain.

## Computed values

```
atomic units; bottom frequency 1 hartree except pure x^4
dL, dS, dB: C6 deviation in % from London with first gap,
  from Slater-Kirkwood, from London with bottom frequency
gap: hartree; alpha: bohr^3; f1: no unit; C6: hartree bohr^6
lam (hartree/bohr^4)
          gap     alpha      f1       C6        dL        dS        dB
  0.01  1.02839  0.945475 0.999916  0.689484  0.00090  -0.00284     2.840
   0.1  1.21036  0.681376 0.998016  0.421533  0.01903  -0.07148    21.059
     1  1.93412  0.265527 0.992759  0.102336  0.06131  -0.27498    93.531
    10  3.81664  0.068000 0.989840  0.013247  0.08207  -0.39276   281.977
   x^4  1.72566  0.332298 0.988800  0.143040  0.08913  -0.43533      none
chi (no unit)
          gap     alpha      f1       C6        dL        dS        dB
  0.02  0.96000  1.068221 0.979167  0.824493  0.35355  -0.42864    -3.661
  0.05  0.90000  1.183988 0.944444  0.955420  0.97077  -1.11921    -9.126
  0.10  0.80000  1.421630 0.875000  1.240612  2.30843  -2.41239   -18.153
  0.15  0.70000  1.734775 0.785714  1.646662  4.22188  -3.90993   -27.045
  0.25  0.50000  2.740105 0.500000  3.141910 11.59075  -7.64045   -44.205
quartic, lam=1: C6 and bounds in hartree bohr^6
  variance of x      0.257150 bohr^2
  London, first gap  0.102273
  C6, sum over states 0.102336
  C6, response integral 0.102336
  C6, pair at 8 bohr 0.102336
  bound (3/2) alpha Var 0.102420
  Slater-Kirkwood    0.102618
  London, bottom frequency 0.052878
  C6 converted       0.061148 eV angstrom^6
Morse, chi=0.10: C6 and bounds in hartree bohr^6
  variance of x      0.587560 bohr^2
  London, first gap  1.212619
  C6, sum over states 1.240612
  C6, response integral 1.240597
  C6, pair at 8 bohr 1.240629
  bound (3/2) alpha Var 1.252940
  Slater-Kirkwood    1.271280
  London, bottom frequency 1.515774
  C6 converted       0.741299 eV angstrom^6
quartic lam=1: alpha from field 0.265526 bohr^3
Morse chi=0.10: depth D 2.5000 hartree, a 0.44721 1/bohr
weak-anharmonicity coefficients, numerical / formula
  quartic C6/London(gap)-1, per lam^2: 0.12473 / 0.12500
  quartic C6/SK-1, per lam^2: -0.37442 / -0.37500
  quartic C6/London(bottom)-1, per lam: 2.99958 / 3.00000
  quartic |x_0n|^2, per lam^2: 0.18707 / 0.18750
  Morse C6/London(gap)-1, per chi: 0.16666 / 0.16667
  Morse C6/SK-1, per chi: -0.20833 / -0.20833
  Morse C6/London(bottom)-1, per chi: -1.83333 / -1.83333
  Morse |x_0n|^2, per chi: 0.25000 / 0.25000
```
